# Standard error of a drift exponent from log-spaced resistance readings: verification in Python

```python
"""
Result under test: for R(t) = R0*(t/t0)**nu, read N times at equal steps of ln t
over a log-span L with independent relative noise sigma, the least-squares slope
of ln R against ln t has the standard error
    SE = (sigma/L) * sqrt(12*(N-1)/(N*(N+1))),
about 0.002 for N = 25, sigma = 0.02 and L = 3 ln 10.
Symbols: nu drift exponent, R0 resistance at t0 = 1 s, x = ln(t/t0),
S = sum of (x - mean x)**2, w = (x - mean x)/S the slope weights.
Material values are rough ones in the regime of amorphous Ge2Sb2Te5.
"""
import numpy as np
from scipy import constants
from scipy.special import exp1

rng = np.random.default_rng(12345)
kB = constants.k / constants.e            # eV/K

# Inputs
N, sigma, decades = 25, 0.02, 3
nu, R0 = 0.1, 1.0e6                       # exponent, ohm at 1 s
T, Ea = 300.0, 0.3                        # K, eV
t = np.logspace(0, decades, N)            # s
x = np.log(t)
L = decades * np.log(10)


def S_formula(n, span):
    return span**2 * n * (n + 1) / (12 * (n - 1))


def se_from_matrix(xs):
    """Slope error from the inverse normal matrix of the line fit."""
    A = np.column_stack([np.ones_like(xs), xs])
    return sigma * np.sqrt(np.linalg.inv(A.T @ A)[1, 1])


# Sum of squares: explicit sums against the closed form
for n in (2, 3, 10, 25, 100):
    xs = np.log(np.logspace(0, decades, n))
    assert abs(np.sum((xs - xs.mean())**2) / S_formula(n, L) - 1) < 1e-10
S = S_formula(N, L)
SE = sigma / np.sqrt(S)
assert abs(se_from_matrix(x) / SE - 1) < 1e-9
SE_quick = sigma * np.sqrt(12 / N) / L
SE_two = se_from_matrix(x[[0, -1]])
SE_lin = se_from_matrix(np.log(np.linspace(t[0], t[-1], N)))

# Noise of ln R: Gaussian quadrature against the small-noise expansion
z, gw = np.polynomial.hermite_e.hermegauss(40)
gw = gw / gw.sum()
log_noise = np.log1p(sigma * z)
log_mean = gw @ log_noise
log_var = gw @ (log_noise - log_mean)**2
assert abs(log_mean + sigma**2 / 2) < 1e-6
assert abs(log_var / sigma**2 - 1 - 2.5 * sigma**2) < 5e-6

# Repeated synthetic experiments, noise applied to R itself
runs = 40000
R = R0 * t[:, None]**nu * (1 + sigma * rng.standard_normal((N, runs)))
y = np.log(R)
slope, intercept = np.polyfit(x, y, 1)
SE_mc = slope.std(ddof=1)
assert abs(SE_mc / SE - 1) < 0.015        # sampling error is 0.35 percent
assert abs(slope.mean() - nu) < 5 * SE / np.sqrt(runs)
assert round(SE_mc, 3) == 0.002
coverage = np.mean(np.abs(slope - nu) < 1.96 * SE)
assert abs(coverage - 0.95) < 0.006
resid = y - intercept - slope * x[:, None]
s2 = np.sum(resid**2, axis=0) / (N - 2)
assert abs(s2.mean() / sigma**2 - 1) < 0.01
s_spread = np.sqrt(s2).std() / sigma
s_rule = 1 / np.sqrt(2 * (N - 2))
assert abs(s_spread / s_rule - 1) < 0.03  # rule is a large-sample form

# Extrapolation to ten years
ten_years = 10 * constants.Julian_year
x10 = np.log(ten_years)
pred_se = sigma * np.sqrt(1 / N + (x10 - x.mean())**2 / S)
pred_mc = (intercept + slope * x10).std()
assert abs(pred_mc / pred_se - 1) < 0.015

# Correlated 1/f noise: relaxation times uniform in ln(tau)
w = (x - x.mean()) / S
tau1, tau2 = 1e-3, 1e5                    # s
gap = np.abs(t[:, None] - t[None, :])
safe_gap = np.where(gap > 0, gap, 1.0)
corr = (exp1(safe_gap / tau2) - exp1(safe_gap / tau1)) / np.log(tau2 / tau1)
corr[gap == 0] = 1.0
SE_corr = sigma * np.sqrt(w @ corr @ w)
# independent road: step many relaxing fluctuators through the reading times
K, runs_f = 37, 10000
edges = np.linspace(np.log(tau1), np.log(tau2), K + 1)
taus = np.exp((edges[1:] + edges[:-1]) / 2)[:, None]
state = rng.standard_normal((K, runs_f))
noise = [state.sum(axis=0)]
for dt in np.diff(t):
    a = np.exp(-dt / taus)
    state = a * state + np.sqrt(1 - a**2) * rng.standard_normal((K, runs_f))
    noise.append(state.sum(axis=0))
noise = sigma * np.array(noise) / np.sqrt(K)
SE_corr_mc = np.polyfit(x, noise, 1)[0].std()
assert abs(SE_corr_mc / SE_corr - 1) < 0.03


# Systematic effects: refit noise-free data with the disturbance put in
def shift(delta_lnR):
    return np.polyfit(x, nu * x + delta_lnR, 1)[0] - nu


def thermal(dT):
    """Exact change of ln R for an activated resistance."""
    return Ea / kB * (1 / (T + dT) - 1 / T)


sens = Ea / (kB * T**2)                   # fractional change of R per K
dT_max = 0.1                              # K, bound on the wander
sum_abs_w = np.abs(w).sum()
worst_T = shift(thermal(-dT_max * np.sign(w)))
assert abs(worst_T / (sens * dT_max * sum_abs_w) - 1) < 2e-3
ramp_T = shift(thermal(np.linspace(-dT_max, dT_max, N)))
assert abs(ramp_T / (-sens * 2 * dT_max / L) - 1) < 2e-3

t_off = 0.1                               # s, true age minus recorded age
origin = shift(nu * np.log1p(t_off / t))

V, thick, R_th = 0.1, 20.0, 2e6           # V, nm, K/W
heat = V**2 / (R0 * t**nu) * R_th         # K
heating = shift(thermal(heat))

spacing = 5.0 * (1 + 0.05 * x / L)        # nm, grows 5 percent in the run
u = V * spacing / thick / (2 * kB * T)
nonohmic = shift(np.log(u / np.sinh(u)))

cryst = t[-1] / ten_years                 # fraction lost if lifetime is 10 years
cryst_bound = cryst * sum_abs_w

print(f"Readings: {N}, from {t[0]:.0f} s to {t[-1]:.0f} s")
print(f"Relative noise per reading: {100*sigma:.1f} percent")
print(f"Model exponent nu: {nu:.3f}")
print(f"R at start, end: {R0/1e6:.3f}, {R0*t[-1]**nu/1e6:.3f} Mohm")
print(f"Log-span L: {L:.4f}; step in ln t: {L/(N-1):.4f}")
print(f"Sum of squares S: {S:.3f}; sqrt(S): {np.sqrt(S):.3f}")
print(f"SE of exponent, formula: {SE:.6f}")
print(f"SE of exponent, {runs} synthetic runs: {SE_mc:.6f}")
print(f"Mean fitted exponent, same runs: {slope.mean():.6f}")
print(f"SE, quick large-N form: {SE_quick:.6f}")
print(f"SE, two end readings only: {SE_two:.6f}")
print(f"SE, {N} readings equally spaced in t: {SE_lin:.6f}")
print(f"SE relative to nu: {100*SE/nu:.2f} percent")
print(f"Half-width 1.96 SE: {1.96*SE:.5f}; coverage: {coverage:.4f}")
print(f"Mean of ln(1+e): {log_mean:.3e}")
print(f"Variance of ln(1+e) over sigma^2: {log_var/sigma**2:.6f}")
print(f"One run: fitted exponent {slope[0]:.5f}")
print(f"One run: noise from residuals {np.sqrt(s2[0]):.5f}")
print(f"One run: estimated SE {np.sqrt(s2[0]/S):.5f}")
print(f"Mean residual variance (N-2) over sigma^2: {s2.mean()/sigma**2:.4f}")
print(f"Spread of noise estimate: {100*s_spread:.1f} percent")
print(f"Rule 1/sqrt(2(N-2)): {100*s_rule:.1f} percent")
print(f"Ten years: {ten_years:.3e} s, x = {x10:.3f}")
print(f"SE of ln R at ten years, formula: {pred_se:.4f}")
print(f"SE of ln R at ten years, synthetic: {pred_mc:.4f}")
print(f"1/f noise: tau from {tau1:.0e} s to {tau2:.0e} s")
print(f"1/f correlation, first two readings: {corr[0,1]:.3f}")
print(f"1/f correlation, last two readings: {corr[-2,-1]:.3f}")
print(f"SE with 1/f noise, formula: {SE_corr:.6f}")
print(f"SE with 1/f noise, fluctuators: {SE_corr_mc:.6f}")
print(f"SE ratio, 1/f to independent: {SE_corr/SE:.3f}")
print(f"Temperature: {T:.0f} K; activation energy: {Ea:.2f} eV")
print(f"Change of R per kelvin: {100*sens:.2f} percent")
print(f"Sum of |w|: {sum_abs_w:.4f}")
print(f"Worst shift, wander within +-{dT_max:.1f} K: {worst_T:.5f}")
print(f"Shift, ramp up by {2*dT_max:.1f} K, even in ln t: {ramp_T:.5f}")
print(f"Shift, true age {t_off:.1f} s above recorded: {origin:.5f}")
print(f"Read voltage: {V:.2f} V; amorphous thickness: {thick:.0f} nm")
print(f"Read field: {V/(thick*1e-7)/1e6:.3f} MV/cm")
print(f"Thermal resistance: {R_th:.1e} K/W")
print(f"Self-heating at start, end: {heat[0]:.4f}, {heat[-1]:.4f} K")
print(f"Shift from self-heating: {heating:.6f}")
print(f"Trap spacing at start, end: {spacing[0]:.2f}, {spacing[-1]:.2f} nm")
print(f"Non-ohmic conductance factor at start: {np.sinh(u[0])/u[0]:.4f}")
print(f"Shift from growing trap spacing: {nonohmic:.6f}")
print(f"Run time over a ten-year crystallization life: {cryst:.2e}")
print(f"Bound on shift from crystallization: {cryst_bound:.1e}")
print("PASS")
```

Running it gives:

```
Readings: 25, from 1 s to 1000 s
Relative noise per reading: 2.0 percent
Model exponent nu: 0.100
R at start, end: 1.000, 1.995 Mohm
Log-span L: 6.9078; step in ln t: 0.2878
Sum of squares S: 107.695; sqrt(S): 10.378
SE of exponent, formula: 0.001927
SE of exponent, 40000 synthetic runs: 0.001929
Mean fitted exponent, same runs: 0.099990
SE, quick large-N form: 0.002006
SE, two end readings only: 0.004095
SE, 25 readings equally spaced in t: 0.002816
SE relative to nu: 1.93 percent
Half-width 1.96 SE: 0.00378; coverage: 0.9497
Mean of ln(1+e): -2.001e-04
Variance of ln(1+e) over sigma^2: 1.001002
One run: fitted exponent 0.10080
One run: noise from residuals 0.01885
One run: estimated SE 0.00182
Mean residual variance (N-2) over sigma^2: 0.9996
Spread of noise estimate: 14.7 percent
Rule 1/sqrt(2(N-2)): 14.7 percent
Ten years: 3.156e+08 s, x = 19.570
SE of ln R at ten years, formula: 0.0313
SE of ln R at ten years, synthetic: 0.0314
1/f noise: tau from 1e-03 s to 1e+05 s
1/f correlation, first two readings: 0.653
1/f correlation, last two readings: 0.294
SE with 1/f noise, formula: 0.002621
SE with 1/f noise, fluctuators: 0.002619
SE ratio, 1/f to independent: 1.360
Temperature: 300 K; activation energy: 0.30 eV
Change of R per kelvin: 3.87 percent
Sum of |w|: 0.4169
Worst shift, wander within +-0.1 K: 0.00161
Shift, ramp up by 0.2 K, even in ln t: -0.00112
Shift, true age 0.1 s above recorded: -0.00093
Read voltage: 0.10 V; amorphous thickness: 20 nm
Read field: 0.050 MV/cm
Thermal resistance: 2.0e+06 K/W
Self-heating at start, end: 0.0200, 0.0100 K
Shift from self-heating: 0.000055
Trap spacing at start, end: 5.00, 5.25 nm
Non-ohmic conductance factor at start: 1.0394
Shift from growing trap spacing: -0.000569
Run time over a ten-year crystallization life: 3.17e-06
Bound on shift from crystallization: 1.3e-06
PASS
```
